# Edelstein spin density of a Rashba gas from two Fermi circles, part 2

We seek the spin density $\mathbf S$ (spin operator $\boldsymbol\sigma/2$) of a two-dimensional gas of non-interacting electrons in a weak, steady field $E$ along $x$, to first order in $E$. Atomic units are used, so $\hbar=1$; the charge $e>0$ is kept, and the force is $F=-eE$. One electron has

$$H=\frac{k^2}{2m}+\alpha\,(k_y\sigma_x-k_x\sigma_y),\qquad \alpha>0 .$$

With $\theta$ the angle of $\mathbf k$, the bands $s=\pm1$ have energies $E_s=k^2/2m+s\alpha k$ and spin direction $s\hat n$, where $\hat n=(\sin\theta,-\cos\theta,0)$. Their projectors are $P_s=(1+s\hat n\cdot\boldsymbol\sigma)/2$.

The Fermi level $\mu$ is measured from the band crossing at $k=0$. For $\mu>0$ the Fermi radii are $k_s=m(v-s\alpha)$, with common speed $v=\sqrt{\alpha^2+2\mu/m}$, and the density is $n=m^2(v^2+\alpha^2)/(2\pi)$. At the crossing $n=m^2\alpha^2/\pi$.

Let $f_0$ be the Fermi function and $\delta f_s$ the change in occupation. A constant relaxation time $\tau$ displaces both circles by $F\tau$ and gives

$$S_y^{(s)}=-\frac{sF\tau k_s}{8\pi},\qquad S_y=\frac{m\alpha\tau F}{4\pi}\,\bar f ,$$

where $\bar f$ is the mean occupation between band bottom and crossing, equal to 1 at zero temperature. A relative difference of order $\alpha/v$ between the two displacements would change this sum by as much as the sum itself. Coherence between the bands, for $\alpha\ll v$ at zero temperature, changes it to

$$\frac{m\alpha\tau F}{4\pi}\,\frac{x^2}{1+x^2},\qquad x=2\alpha k_F\tau,\quad k_F=\sqrt{2\pi n}.$$

The collision model is now replaced by weak, spin-independent, short-range impurities, $n_i$ per area, with matrix element $u$ between all plane waves. The rate from $(s,\theta)$ to $(s',\theta')$ is

$$2\pi n_iu^2\,|\langle s'\theta'|s\theta\rangle|^2\,\delta(E-E'),$$

where $E$ and $E'$ are here the electron energies, and the overlap is

$$|\langle s'\theta'|s\theta\rangle|^2=\frac{1+ss'\cos(\theta-\theta')}2 .$$

With $N_0=m/(2\pi)$, the densities of states of the circles are

$$N_s=\frac{k_s}{2\pi v}=N_0\left(1-\frac{s\alpha}v\right),\qquad N_++N_-=2N_0 .$$

Q: Does the larger circle have a different lifetime? You warned that a small difference would be enough to spoil the result.

A: The total rates out of the two circles are equal. In the sum over final states the cosine averages to zero, and

$$\frac1\tau=2\pi n_iu^2\sum_{s'}\frac{N_{s'}}2=2\pi n_iu^2N_0 .$$

This $\tau$ is independent of density for $\mu>0$. But equal rates out do not imply equal displacements, because electrons are also scattered in, and not evenly over the angles.

Let $\delta f_s=-f_0'F\Lambda_s\cos\theta$, where $f_0'=df_0/dE$ and the length $\Lambda_s$ is to be found. The Boltzmann equation, with the driving term on the left and scattering out and in on the right, is

$$Fv\cos\theta\,f_0'=-\frac{\delta f_s(\theta)}\tau+\frac1{N_0\tau}\sum_{s'}N_{s'}\int\frac{d\theta'}{2\pi}\,\frac{1+ss'\cos(\theta-\theta')}2\,\delta f_{s'}(\theta').$$

The constant 1 in the overlap gives no contribution, since $\cos\theta'$ averages to zero. The other term uses

$$\int\frac{d\theta'}{2\pi}\cos(\theta-\theta')\cos\theta'=\frac12\cos\theta .$$

Divide by $f_0'F\cos\theta$ and multiply by $\tau$. The driving term gives $v\tau$, the term for scattering out gives $+\Lambda_s$, and the term for scattering in gives $-(s/4)X$:

$$\Lambda_s=v\tau+\frac s4X,\qquad X=\sum_{s'}s'\frac{N_{s'}}{N_0}\Lambda_{s'} .$$

Insert the first equation into the second. The required sums are

$$\sum_ss\frac{N_s}{N_0}=-\frac{2\alpha}v,\qquad \sum_s\frac{N_s}{N_0}=2 .$$

Since $s^2=1$, this gives $X=-2\alpha\tau+X/2$, hence $X=-4\alpha\tau$ and

$$\Lambda_s=\tau(v-s\alpha)=\frac{\tau k_s}m .$$

Q: So $\Lambda_s$ differs from $v\tau$ by a fraction $\alpha/v$. By your own warning, the prefactor must change.

A: It does. The spin density is

$$S_y=\frac12\sum_sN_s\int\frac{d\theta}{2\pi}(-s\cos\theta)F\Lambda_s\cos\theta=-\frac F4\sum_ssN_s\Lambda_s=-\frac{FN_0X}4 .$$

With $X=-4\alpha\tau$ we obtain

$$S_y=N_0\alpha\tau F=\frac{m\alpha\tau F}{2\pi}=-\frac{m\alpha\tau eE}{2\pi}.$$

This is twice the value for a constant relaxation time. Circle by circle,

$$S_y^{(s)}=-\frac{sF\tau k_s^2}{8\pi mv},$$

so the squares of the radii are now subtracted:

$$k_-^2-k_+^2=(k_--k_+)(k_-+k_+)=(2m\alpha)(2mv)=4m^2\alpha v .$$

The factor $v$ cancels the $v$ in the denominator, and again the density disappears.

Q: Could the factor of two be hidden in the meaning of $\tau$?

A: Compare the currents. For impurities, the particle flow per width is

$$\sum_sN_s\frac{vF\Lambda_s}2=\frac{\tau F}{4\pi m}\sum_sk_s^2=\frac{n\tau F}m .$$

This is the Drude result, so $\tau$ can be read from the mobility. For a constant relaxation time $\Lambda_s=v\tau$, and the flow is $N_0v^2\tau F$. Since $n/m=N_0(v^2+\alpha^2)$, it is lower by the fraction $\alpha^2/(v^2+\alpha^2)$ of the Drude value. For $\alpha\ll v$ this second-order difference cannot account for a factor of two. Close to the crossing, where $v$ approaches $\alpha$, it is no longer small: in the band picture the flow for a constant relaxation time falls to half the Drude value, and at equal mobility the two collision models then give nearly the same spin density. This holds only if coherence between the bands is negligible over the interval from $k_+\approx0$ to $k_-\approx2m\alpha$, which requires $m\alpha^2\tau\gg1$. The well considered below has $m\alpha^2\tau\approx0.04$, so the statement does not apply to it.

Q: Is there a physical reason for the larger value?

A: The solution has the form

$$\delta f_s=-f_0'\,w k_x,\qquad w=\frac{F\tau}m ,$$

which is the first-order term of $f_0(E_s-wk_x)$. The gas is therefore distributed as if its Hamiltonian were $H-wk_x$. Substitute $\mathbf k=\mathbf q+mw\hat x$ and drop a constant of second order in $w$:

$$H-wk_x=\frac{q^2}{2m}+\alpha(q_y\sigma_x-q_x\sigma_y)-\alpha F\tau\,\sigma_y .$$

Seen from the drifting gas, there is a Zeeman term $-\alpha F\tau\sigma_y$. Impurity scattering brings the spins to the polarization that belongs to this term. For weak coupling its size follows from the usual Pauli argument: the two spin directions are split by $2\alpha F\tau$, and the spin density is $\tfrac12N_0(2\alpha F\tau)=N_0\alpha\tau F$. With a constant relaxation time, the occupations are displaced without this adjustment.

Q: The Boltzmann equation still leaves out coherence between the bands. In the first half that was harmful unless $x\gg1$.

A: For short-range impurities it turns out to be harmless. I take as my starting point the ladder formula of linear response, which holds for $\mu\tau\gg1$. I do not derive it here. It reads

$$\frac{S_y}F=\frac1{2\pi}\int\frac{d^2k}{(2\pi)^2}\mathrm{Tr}\left[\frac{\sigma_y}2G^RVG^A\right],\qquad V=v_x+n_iu^2\int\frac{d^2k}{(2\pi)^2}G^RVG^A,$$

with $v_x=k_x/m-\alpha\sigma_y$, $G^R=(\mu-H+i\gamma)^{-1}$, $G^A=(G^R)^\dagger$ and $\gamma=1/(2\tau)$. The integral in $V$ describes scattering in.

Try $V=k_x/m$. This is a number in spin space, so products of projectors on different bands vanish, and no coherence appears:

$$G^R\frac{k_x}mG^A=\frac{k_x}m\sum_s\frac{P_s}{(\mu-E_s)^2+\gamma^2}\simeq\frac{k_x}m\sum_s2\pi\tau\,\delta(\mu-E_s)P_s .$$

The last form replaces a narrow Lorentzian, of area $\pi/\gamma=2\pi\tau$, by a delta function. In the angular average, the part of $P_s\cos\theta$ that survives is $-s\sigma_y/4$. Thus

$$n_iu^2\int\frac{d^2k}{(2\pi)^2}G^R\frac{k_x}mG^A=-\frac{2\pi\tau n_iu^2}4\,\sigma_y\sum_ssN_s\frac{k_s}m .$$

Using $N_s=N_0k_s/(mv)$, the remaining sum is $(N_0/v)\sum_ss(v-s\alpha)^2=-4\alpha N_0$. Since $2\pi n_iu^2N_0\tau=1$, the right side is $\alpha\sigma_y$. This cancels the term $-\alpha\sigma_y$ in $v_x$, so $V=k_x/m$ solves the equation. The spin density follows at once:

$$\frac{S_y}F=\frac1{2\pi}\,\frac12\,\frac{\mathrm{Tr}(\sigma_y\,\alpha\sigma_y)}{n_iu^2}=\frac\alpha{2\pi n_iu^2}=N_0\alpha\tau .$$

No condition on $x$ was used.

Q: I would like to see numbers for a device-like gas.

A: Take values in the rough range of an InAs-type quantum well at 4 K: mass $0.04\,m_e$, $\alpha=0.01$ eV nm, $n=10^{12}$ cm$^{-2}$, mobility $2\times10^4$ cm$^2$/Vs, and a field of 1 V/cm along $+x$. The mobility is $e\tau/m$, which gives $\tau=0.455$ ps.

Restoring $\hbar$, the displacement is $F\tau/\hbar=-6.91\times10^{-5}$ nm$^{-1}$. The radii are $k_+=0.2454$ and $k_-=0.2559$ nm$^{-1}$. They differ by $0.0105$ nm$^{-1}$, so $m\alpha/\hbar^2=0.00525$ nm$^{-1}$. In units of $\hbar$,

$$S_y=\frac{0.00525\times(-6.91\times10^{-5})}{2\pi}\ \text{nm}^{-2}=-5.8\times10^{-8}\ \text{nm}^{-2}.$$

This is $-5.8\times10^6$ cm$^{-2}$, or $-5.8\times10^{-10}$ Å$^{-2}$. The polarization $2|S_y|/n$ is $1.2\times10^{-5}$.

The cancellation is plain in the separate circles, where I keep extra digits for the subtraction. For the impurity model,

$$(6.605-7.182)\times10^7\ \text{cm}^{-2}=-0.577\times10^7\ \text{cm}^{-2},$$

and for the constant relaxation time

$$(6.746-7.035)\times10^7\ \text{cm}^{-2}=-0.289\times10^7\ \text{cm}^{-2}.$$

Q: And if the density is changed?

A: A numerical solution of the Boltzmann equation, with the spinor overlaps computed state by state, was made at $0.5$, $1$ and $2\times10^{12}$ cm$^{-2}$ with $\tau$ held fixed. The ratio of the two circles' contributions, plus to minus, rose in size from 0.8882 through 0.9196 to 0.9425. Their sum stayed at $-5.77\times10^6$ cm$^{-2}$.

If the current density $j=ne^2\tau E/m$ is held fixed instead, then $\tau E=mj/(ne^2)$ and

$$S_y=-\frac{m^2\alpha j}{2\pi en},$$

which falls as $1/n$. The phrase "density-independent" therefore needs the words "at fixed $\alpha$, $\tau$ and $E$". In a real well, a gate that changes the density generally changes $\alpha$ and $\tau$ as well, so $S_y$ need not stay constant there. The density at the crossing is about $9\times10^8$ cm$^{-2}$ here, so all three cases lie far above it.

Q: Your $x$ cannot be very large in such a well.

A: It is 3.5. A numerical evaluation of the ladder formula for this well gave 0.996 of $m\alpha\tau F/(2\pi)$. In that evaluation $n_iu^2$ was fixed self-consistently, so that the broadened density of states gives the width $\gamma$. The missing 0.4 per cent then comes from finite $\mu\tau/\hbar=41$: the Lorentzian is cut off at the bottom of the band, which removes a fraction of about $\gamma/(\pi\mu)=1/(2\pi\mu\tau)=0.004$. If $n_iu^2$ is fixed instead by $2\pi n_iu^2N_0\tau=1$, the term $-\alpha\sigma_y$ is no longer cancelled exactly and the deficit is about twice as large. Other corrections of order $1/(\mu\tau)$ lie outside the ladder formula.

Leaving out scattering in gave 0.46 of the same value. This matches the density-matrix result of the first half, $\tfrac12x^2/(1+x^2)=\tfrac12\times12/13=0.46$.

Q: How far would a real well depart from this model?

A: The example's inputs are ordinary rough values for such wells, but several assumptions are broken.

Scattering there can be smoother than the short-range model assumes. For impurity potentials with $|U(q)|^2\propto e^{-q^2\ell^2}$ and $\ell=2$, 5 and 10 nm, the numerical Boltzmann solution stayed within 0.3 per cent of the formula, when $\tau$ was taken from the mobility. The deviation grows with $\ell$, so these figures should not be extended to the much smoother potential of distant donors. The calculation also omits interband coherence.

The largest shift found here comes from the mass. In a two-band estimate with gap $E_g$, $k^2=2m_0E(1+E/E_g)$, so $k/(dE/dk)=m_0(1+2E/E_g)$. With a Fermi level of 0.06 eV and an assumed gap of 0.4 eV, the mass rises by 30 per cent from band bottom to Fermi level. At given mobility $\tau\propto m$, and the formula gives $S_y\propto m^2$. If the value 0.04 belongs to the Fermi level, using the band-bottom mass instead would multiply the answer by $1/1.3^2$, or about 0.6. This is a rough figure, because 0.06 eV is the Fermi level of the parabolic band. In the two-band estimate at the same density the level is 0.069 eV, the mass rises by 34 per cent, and the factor is 0.55.

Crystal asymmetry adds a Dresselhaus coupling. For an assumed bulk coefficient of 0.027 eV nm$^3$ and a 15 nm well, the part linear in $k$ is about 0.12 of the Rashba coupling. By the drifting-gas argument, this part alone would give, for a field along a cubic axis, an $S_x$ of that fraction of $S_y$ in size. The part cubic in $k$ is not small at this density, because $k_F$ exceeds $\pi/(15\ \text{nm})$, so the actual $S_x$ may differ considerably from this estimate.

Q: Can I use the number at room temperature, or at a larger field?

A: Not without new inputs. At 4 K the states below the crossing are full. At 300 K, with the same $\mu$ and $\tau$, their mean occupation is 0.91, so the constant-relaxation-time result would drop by 9 per cent. In a real well $\tau$ would change as well, since lattice vibrations scatter more strongly.

A larger field heats the electrons. Each gains the power $e\mu_eE^2$, where $\mu_e$ is the mobility. With an assumed energy-relaxation time of 1 ns, the stored energy at 1 V/cm is 0.06 of $k_BT$ at 4 K. This looks small, but a degenerate gas has a small heat capacity. At electron temperature $T_e$ its thermal energy per electron is $\pi^2(k_BT_e)^2/(6\mu)$. Setting the rise of this energy above its 4 K value equal to the stored energy gives $T_e\approx11$ K at 1 V/cm. If the mobility and the energy-relaxation time stayed the same, the stored energy would grow as $E^2$, and the estimate would give about 40 K at 4 V/cm. Hotter electrons usually lose energy faster, so this second figure is probably too high. The states below the crossing are still nearly full at these temperatures, but the mobility must be the one that belongs to the heated electrons. The remaining figures for this well are in the numerical output below.

## Computed values

```
INPUT (rough InAs-type well)
effective mass                      0.040 m_e
Rashba alpha                        0.010 eV nm
density                             1.00e+12 cm^-2
mobility                            2.00e+04 cm2/Vs
field along +x                      1.00 V/cm
temperature                         4.0 K
FERMI CIRCLES
lifetime tau from mobility          0.4549 ps
Fermi level above crossing          0.05979 eV
k_plus                              0.24536 nm^-1
k_minus                             0.25586 nm^-1
k_minus - k_plus                    0.01050 nm^-1
drift shift F tau                   -6.9104e-05 nm^-1
density at band crossing            8.771e+08 cm^-2
SPIN DENSITY S_y (units of hbar)
constant tau, plus circle           6.7463e+07 cm^-2
constant tau, minus circle          -7.0349e+07 cm^-2
constant tau, sum                   -2.8867e+06 cm^-2
impurities, plus circle             6.6050e+07 cm^-2
impurities, minus circle            -7.1823e+07 cm^-2
impurities, sum                     -5.7734e+06 cm^-2
impurities, sum, converted          -5.7734e-10 angstrom^-2
closed formula                      -5.7734e+06 cm^-2
polarization 2|S_y|/n               1.155e-05
DENSITY SCAN at fixed tau (collision matrix)
n=5.0e+11 cm^-2: S_y=-5.7734e+06 cm^-2, |plus/minus|=0.8882
n=1.0e+12 cm^-2: S_y=-5.7734e+06 cm^-2, |plus/minus|=0.9196
n=2.0e+12 cm^-2: S_y=-5.7734e+06 cm^-2, |plus/minus|=0.9425
NEGLECTED EFFECTS
2 alpha k_F tau / hbar              3.464
Green functions with ladder/formula 0.9961
bubble without ladder/formula       0.4615
mu tau / hbar                       41.32
smooth disorder  2.0 nm, S_y/formula at equal mobility 1.0001
smooth disorder  5.0 nm, S_y/formula at equal mobility 1.0003
smooth disorder 10.0 nm, S_y/formula at equal mobility 1.0025
kT / Fermi level at 4 K             5.76e-03
crossing occupation, 4 K            1.000000
crossing occupation, 300 K, same mu 0.9100
assumed gap                         0.40 eV
mass rise 2 mu/gap, bottom to Fermi 0.299
assumed Dresselhaus coefficient     0.027 eV nm^3
assumed well width                  15.0 nm
linear Dresselhaus / Rashba         0.118
assumed energy-relaxation time      1.0 ns
heating energy / kT at 4 K          0.058
```
